**Core-hole exchange splitting from diagonalization and Delta-SCF**

The program tests the splitting $E(S-\tfrac12)-E(S+\tfrac12)=(2S+1)K$ and the intensity ratio $(S+1)/S$, where $S$ is the open-shell spin and $K$ the mean exchange integral between the core orbital and the singly occupied orbitals. For O2 and both core holes of NO, it asserts that diagonalizing the Hamiltonian at fixed core occupation reproduces both formulas with ground-state orbitals. It also asserts that the frozen opposed and parallel determinants give the same splitting after multiplication by $(2S+1)/(2S)$. A model with $S=3/2$ confirms the formulas for equal exchange integrals and an approximately quadratic error in the splitting for unequal ones. With ground-state orbitals, the splittings are 1.69 eV for O2, 1.32 eV for the N 1s hole of NO and 0.63 eV for its O 1s hole. Relaxed Delta-SCF determinants change these estimates to 1.07, 1.90 and 0.53 eV. The output also shows that the π* share on the hole atom falls in all three cases, while $K$ falls for the oxygen holes and rises for the nitrogen hole; the program asserts both decreases for the O 1s hole of NO.

## Verification by program

```python
"""Van Vleck splitting of a core s hole coupled to an open shell of spin S.

Result under test:
    E(S-1/2) - E(S+1/2) = (2S+1) K,   I(S+1/2) / I(S-1/2) = (S+1)/S,
where K is the mean exchange integral (ci|ic) between the core orbital c
and the 2S singly occupied orbitals i. One side comes from diagonalizing the
many-electron Hamiltonian at fixed core occupation, the other from K.
'Parallel' and 'opposed' name the spin of the remaining core electron
relative to the open shell. Molecules: Hartree-Fock, nonrelativistic.
"""
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, scf, ao2mo

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BASIS = "cc-pcvtz"


def annihilators(n_spin_orbitals):
    """Fermion annihilation matrices; spin orbital 2p is up, 2p+1 is down."""
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    sign, unit = np.diag([1.0, -1.0]), np.eye(2)
    result = []
    for k in range(n_spin_orbitals):
        matrix = np.eye(1)
        for j in range(n_spin_orbitals):
            factor = sign if j < k else (lower if j == k else unit)
            matrix = np.kron(matrix, factor)
        result.append(matrix)
    return result


def core_hole_lines(h, eri):
    """Energies and intensities of the high- and low-spin lines.

    Orbital 0 is the core; each other orbital holds one electron on average.
    """
    n = len(h)
    ann = annihilators(2 * n)
    dim = len(ann[0])
    exc = [[sum(ann[2 * p + s].T @ ann[2 * q + s] for s in (0, 1))
            for q in range(n)] for p in range(n)]
    ham = np.zeros((dim, dim))
    for p in range(n):
        for q in range(n):
            ham += h[p, q] * exc[p][q]
            for r in range(n):
                for s in range(n):
                    if abs(eri[p, q, r, s]) > 1e-13:
                        pair = exc[p][q] @ exc[r][s]
                        if q == r:
                            pair = pair - exc[p][s]
                        ham += 0.5 * eri[p, q, r, s] * pair

    def spin_squared(orbitals):
        plus = sum(ann[2 * p].T @ ann[2 * p + 1] for p in orbitals)
        sz = 0.5 * sum(ann[2 * p].T @ ann[2 * p]
                       - ann[2 * p + 1].T @ ann[2 * p + 1] for p in orbitals)
        return plus.T @ plus + sz @ sz + sz

    n_core = np.diag(exc[0][0])
    n_open = sum(np.diag(exc[p][p]) for p in range(1, n))
    keep = np.where(np.isclose(n_core, 1) & np.isclose(n_open, n - 1))[0]
    block = np.ix_(keep, keep)
    energy, vec = np.linalg.eigh(ham[block])
    total = np.sum(vec * (spin_squared(range(n))[block] @ vec), axis=0)
    parent = np.sum(vec * (spin_squared(range(1, n))[block] @ vec), axis=0)

    initial = np.zeros(dim)
    initial[0] = 1.0
    for k in [0, 1] + [2 * p for p in range(1, n)]:
        initial = ann[k].T @ initial
    strength = sum((vec.T @ (ann[s] @ initial)[keep]) ** 2 for s in (0, 1))

    spin = (n - 1) / 2
    lines = []
    for final in (spin + 0.5, spin - 0.5):
        chosen = ((abs(total - final * (final + 1)) < 1e-3)
                  & (abs(parent - spin * (spin + 1)) < 0.3))
        level = energy[chosen].min()
        lines += [level, strength[abs(energy - level) < 1e-6].sum()]
    return lines


def model_lines(k_values):
    """Three open orbitals, round Coulomb and exchange parameters in eV."""
    n = 4
    eri = np.zeros((n, n, n, n))
    for i in range(n):
        eri[i, i, i, i] = 20.0
        for j in range(i):
            eri[i, i, j, j] = eri[j, j, i, i] = 15.0
            x = k_values[i - 1] if j == 0 else 2.0
            for a, b in ((i, j), (j, i)):
                eri[a, b, i, j] = eri[a, b, j, i] = x
    e_high, i_high, e_low, i_low = core_hole_lines(np.zeros((n, n)), eri)
    return e_low - e_high, i_high / i_low


def mean_exchange(eri_ao, core, open_orbitals):
    _, vk = scf.hf.dot_eri_dm(eri_ao, np.outer(core, core), hermi=1)
    values = np.einsum("pi,pq,qi->i", open_orbitals, vk, open_orbitals)
    return HARTREE_EV * values.mean()


def population(mol, orbitals, atom):
    """Mean Mulliken population of the orbitals on one atom."""
    start, stop = mol.aoslice_by_atom()[atom][2:4]
    gross = orbitals * (mol.intor("int1e_ovlp") @ orbitals)
    return gross[start:stop].sum() / orbitals.shape[1]


def check_axis_node(mol, orbitals):
    """A pi orbital vanishes on the molecular axis."""
    z = np.linspace(-1.0, 3.5, 46)
    points = np.column_stack([0 * z, 0 * z, z])
    assert abs(mol.eval_gto("GTOval_sph", points) @ orbitals).max() < 1e-3


def unpaired_orbitals(mol, mf):
    """Core and valence orbitals of up spin that have no down partner."""
    up = mf.mo_coeff[0][:, mf.mo_occ[0] > 0]
    down = mf.mo_coeff[1][:, mf.mo_occ[1] > 0]
    u, _, _ = np.linalg.svd(up.T @ mol.intor("int1e_ovlp") @ down)
    single = up @ u[:, down.shape[1]:]
    _, rot = np.linalg.eigh(single.T @ mol.intor("int1e_kin") @ single)
    single = single @ rot
    return single[:, -1], single[:, :-1]


def ground_state(atoms, bond, two_s):
    geometry = [(atoms[0], (0, 0, 0)), (atoms[1], (0, 0, bond))]
    mol = gto.M(atom=geometry, basis=BASIS, spin=two_s, verbose=0)
    mf = scf.ROHF(mol)
    mf.conv_tol, mf.max_cycle = 1e-10, 200
    mf.kernel()
    assert mf.converged
    canonical = mf.mo_coeff.copy()
    orbitals = canonical.copy()
    z_core = canonical[:, :2].T @ mol.intor("int1e_r")[2] @ canonical[:, :2]
    orbitals[:, :2] = canonical[:, :2] @ np.linalg.eigh(z_core)[1]
    check_axis_node(mol, orbitals[:, mf.mo_occ == 1])
    return geometry, mol, mf, canonical, orbitals


def study_hole(label, state, hole):
    geometry, mol, mf, _, orb = state
    two_s = mol.spin
    spin = two_s / 2
    core, valence = orb[:, hole], orb[:, mf.mo_occ == 1]
    k_frozen = mean_exchange(mf._eri, core, valence)

    # Diagonalization with the field of all closed shells included.
    closed = [p for p in np.where(mf.mo_occ == 2)[0] if p != hole]
    vj, vk = scf.hf.dot_eri_dm(
        mf._eri, 2 * orb[:, closed] @ orb[:, closed].T, hermi=1)
    active = np.column_stack([core, valence])
    n = active.shape[1]
    h = active.T @ (mf.get_hcore() + vj - 0.5 * vk) @ active
    eri = ao2mo.restore(1, ao2mo.kernel(mf._eri, active), n)
    e_high, i_high, e_low, i_low = core_hole_lines(
        HARTREE_EV * h, HARTREE_EV * eri)
    split_ci = e_low - e_high
    assert abs(split_ci - (two_s + 1) * k_frozen) < 1e-5
    assert abs(i_high / i_low - (spin + 1) / spin) < 1e-5

    # Parallel and opposed determinants, first frozen and then relaxed.
    frozen, relaxed, s_squared, fields = [], [], [], []
    for removed in (1, 0):
        ion = gto.M(atom=geometry, basis=BASIS, charge=1, verbose=0,
                    spin=two_s + 1 if removed == 1 else two_s - 1)
        occ = np.array([mf.mo_occ > 0, mf.mo_occ == 2]).astype(float)
        occ[removed, hole] = 0.0
        start = np.array([orb, orb])
        uhf = scf.UHF(ion)
        uhf._eri = mf._eri
        uhf.conv_tol, uhf.max_cycle = 1e-9, 200
        density = uhf.make_rdm1(start, occ)
        frozen.append(HARTREE_EV * uhf.energy_tot(density))
        uhf = scf.addons.mom_occ(uhf, start, occ)
        uhf.kernel(density)
        assert uhf.converged
        relaxed.append(HARTREE_EV * uhf.e_tot)
        s_squared.append(uhf.spin_square()[0])
        fields.append(uhf)
    factor = (two_s + 1) / two_s
    gap_frozen = frozen[1] - frozen[0]
    gap_relaxed = relaxed[1] - relaxed[0]
    assert abs(factor * gap_frozen - split_ci) < 1e-5

    core_rel, valence_rel = unpaired_orbitals(mol, fields[0])
    check_axis_node(mol, valence_rel)
    assert population(mol, core_rel[:, None], hole) > 0.95
    k_mixed = mean_exchange(mf._eri, core, valence_rel)
    k_relaxed = mean_exchange(mf._eri, core_rel, valence_rel)
    pop = population(mol, valence, hole)
    pop_rel = population(mol, valence_rel, hole)

    print(f"{label}: S = {spin:.1f}")
    print(f" K, ground-state orbitals: {k_frozen:.4f} eV")
    print(f" (2S+1)K, ground-state orbitals: {(two_s+1)*k_frozen:.4f} eV")
    print(f" splitting by diagonalization: {split_ci:.4f} eV")
    print(f" intensity ratio high/low spin: {i_high/i_low:.4f}")
    print(f" opposed - parallel, frozen: {gap_frozen:.4f} eV")
    print(f" opposed - parallel, relaxed: {gap_relaxed:.4f} eV")
    print(f" Delta-SCF splitting estimate: {factor*gap_relaxed:.4f} eV")
    print(f" <S^2> parallel, opposed: {s_squared[0]:.4f}, {s_squared[1]:.4f}")
    print(f" K, old core and relaxed pi*: {k_mixed:.4f} eV")
    print(f" K, both relaxed: {k_relaxed:.4f} eV")
    print(f" (2S+1)K, both relaxed: {(two_s+1)*k_relaxed:.4f} eV")
    print(f" pi* share on hole atom, before/after: {pop:.3f}, {pop_rel:.3f}")
    return k_frozen, k_relaxed, pop, pop_rel


# Model with S = 3/2: equal exchange integrals are exact, unequal ones are not.
equal_split, equal_ratio = model_lines([0.5, 0.5, 0.5])
assert abs(equal_split - 4 * 0.5) < 1e-9
assert abs(equal_ratio - 5 / 3) < 1e-9
k_model = np.array([0.3, 0.5, 0.7])
unequal_split, unequal_ratio = model_lines(k_model)
errors = [4 * (x * k_model).mean() - model_lines(x * k_model)[0]
          for x in (0.2, 0.1)]
assert errors[1] > 0 and 3.6 < errors[0] / errors[1] < 4.4
print("Model S = 3/2, open-shell exchange 2.0 eV")
print(f" equal K = 0.5 eV, splitting: {equal_split:.5f} eV")
print(f" equal K, intensity ratio: {equal_ratio:.5f}")
print(" unequal K:", ", ".join(f"{k:.1f}" for k in k_model), "eV")
print(f" unequal K, (2S+1)K: {4*k_model.mean():.5f} eV")
print(f" unequal K, splitting: {unequal_split:.5f} eV")
print(f" unequal K, intensity ratio: {unequal_ratio:.5f}")
print(f" error ratio when all K are halved: {errors[0]/errors[1]:.3f}")

O2_BOND, NO_BOND = 1.20, 1.15
print(f"Bond lengths O2, NO: {O2_BOND:.2f}, {NO_BOND:.2f} angstrom")
print(f"Basis: {BASIS}")

oxygen = ground_state(("O", "O"), O2_BOND, 2)
k_local = study_hole("O2, localized O 1s hole", oxygen, 0)[0]
_, _, mf_o2, canonical_o2, orb_o2 = oxygen
open_o2 = orb_o2[:, mf_o2.mo_occ == 1]
k_deloc = [mean_exchange(mf_o2._eri, canonical_o2[:, p], open_o2)
           for p in (0, 1)]
assert abs(np.mean(k_deloc) - k_local) < 1e-5
print(f" K of the two canonical 1s: {k_deloc[0]:.4f}, {k_deloc[1]:.4f} eV")

nitric_oxide = ground_state(("N", "O"), NO_BOND, 1)
study_hole("NO, N 1s hole", nitric_oxide, 0)
k_old, k_new, share_old, share_new = study_hole(
    "NO, O 1s hole", nitric_oxide, 1)
# The oxygen hole drives the pi* electron to nitrogen and weakens exchange.
assert share_new < share_old and k_new < k_old

print("success")
```

Printed output:

```
Model S = 3/2, open-shell exchange 2.0 eV
 equal K = 0.5 eV, splitting: 2.00000 eV
 equal K, intensity ratio: 1.66667
 unequal K: 0.3, 0.5, 0.7 eV
 unequal K, (2S+1)K: 2.00000 eV
 unequal K, splitting: 1.97640 eV
 unequal K, intensity ratio: 1.67537
 error ratio when all K are halved: 4.105
Bond lengths O2, NO: 1.20, 1.15 angstrom
Basis: cc-pcvtz
O2, localized O 1s hole: S = 1.0
 K, ground-state orbitals: 0.5631 eV
 (2S+1)K, ground-state orbitals: 1.6893 eV
 splitting by diagonalization: 1.6893 eV
 intensity ratio high/low spin: 2.0000
 opposed - parallel, frozen: 1.1262 eV
 opposed - parallel, relaxed: 0.7116 eV
 Delta-SCF splitting estimate: 1.0674 eV
 <S^2> parallel, opposed: 3.7961, 1.7863
 K, old core and relaxed pi*: 0.3477 eV
 K, both relaxed: 0.3333 eV
 (2S+1)K, both relaxed: 1.0000 eV
 pi* share on hole atom, before/after: 0.500, 0.168
 K of the two canonical 1s: 0.5584, 0.5679 eV
NO, N 1s hole: S = 0.5
 K, ground-state orbitals: 0.6577 eV
 (2S+1)K, ground-state orbitals: 1.3153 eV
 splitting by diagonalization: 1.3153 eV
 intensity ratio high/low spin: 3.0000
 opposed - parallel, frozen: 0.6577 eV
 opposed - parallel, relaxed: 0.9524 eV
 Delta-SCF splitting estimate: 1.9049 eV
 <S^2> parallel, opposed: 2.1407, 1.1728
 K, old core and relaxed pi*: 0.9062 eV
 K, both relaxed: 0.8647 eV
 (2S+1)K, both relaxed: 1.7293 eV
 pi* share on hole atom, before/after: 0.753, 0.541
NO, O 1s hole: S = 0.5
 K, ground-state orbitals: 0.3154 eV
 (2S+1)K, ground-state orbitals: 0.6308 eV
 splitting by diagonalization: 0.6308 eV
 intensity ratio high/low spin: 3.0000
 opposed - parallel, frozen: 0.3154 eV
 opposed - parallel, relaxed: 0.2653 eV
 Delta-SCF splitting estimate: 0.5305 eV
 <S^2> parallel, opposed: 2.0417, 1.0649
 K, old core and relaxed pi*: 0.3088 eV
 K, both relaxed: 0.2958 eV
 (2S+1)K, both relaxed: 0.5916 eV
 pi* share on hole atom, before/after: 0.247, 0.133
success
```
